**Torque-correlation damping in a t2g model layer**

The program tests Kamberský's formula for the Gilbert damping α and its leading-order form α = a/Γ + bΓ, where Γ = ħ/(2τ) is the level half width, τ the lifetime, and a and b are the intraband and interband Fermi-surface coefficients. It asserts the Gilbert power relation, the absorption prefactor by real-time propagation of a driven spectrum, and the relation between exchange and spin–orbit torque in a disordered system. It also asserts that diagonal torques equal finite-difference band derivatives, and that a resolvent trace over the full zone equals the band sum. Gaussian Fermi-surface averages are compared with the Lorentzian sums, and the full minimum with √(a/b) and 2√(ab) at three values of the spin–orbit strength ξ. For ξ = 0.1 eV the output shows a minimum α of 3.20×10⁻⁴ at Γ = 14.1 meV, which corresponds to 167 K for the chosen scattering law. Further assertions cover the powers of ξ in a and b, the absence of a minimum in a dirty sample, and the failure of the linear interband law at large Γ. The exchange torque used without vertex corrections gives a false damping of about 0.01 at ξ = 0 and Γ = 20 meV.

## Numerical verification

```python
# Result under test: torque-correlation (Kambersky) formula for Gilbert damping,
#   alpha = (pi/s) <sum_nm G_nm A_n(eF) A_m(eF)>_k ,  G = |T_1|^2 + |T_2|^2,
# T_e = (i/2)[sigma.(m x e), H_so] is the spin-orbit torque for a tilt of m toward e,
# A_n a Lorentzian of half width Gamma = hbar/(2 tau), s the spin moment (mu_B/cell).
# Claims: intraband part = a/Gamma, interband part = b*Gamma for Gamma << gaps,
# hence a minimum near Gamma* = sqrt(a/b), and a minimum against temperature.
# Model: square layer, t2g orbitals (yz, zx, xy), m along x, eV units. Energies are
# measured from the minority-spin yz/zx level; the Fermi energy is 0, so the majority
# bands, lower by the exchange splitting, are full.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

KB = const.k / const.e                    # eV/K
HBAR_FS = const.hbar / const.e * 1e15     # eV fs
T_STRONG, T_WEAK, T_MIX = 0.25, 0.05, 0.10
E_XY, EXCHANGE, XI = 1.2, 3.0, 0.1
GAMMA0, LAMBDA = 0.005, 0.2
rng = np.random.default_rng(7)

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
levi = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, l], levi[i, l, j] = 1, -1
orbital_L = 1j * levi                     # t2g block of the d-shell L
spin = np.array([np.kron(np.eye(3), p) for p in pauli])
L_DOT_S = 0.5 * sum(np.kron(orbital_L[i], pauli[i]) for i in range(3))
M_AXIS = np.array([1.0, 0.0, 0.0])
TILTS = [np.array([0.0, 1.0, 0.0]), np.array([0.0, 0.0, 1.0])]


def comm(a, b):
    return a @ b - b @ a


def so_torque(tilt, xi):
    axis = np.cross(M_AXIS, tilt)
    return 0.5j * comm(np.tensordot(axis, spin, 1), xi * L_DOT_S)


def hamiltonian(kx, ky, xi, m=M_AXIS):
    h = np.zeros(kx.shape + (3, 3))
    cx, cy = np.cos(kx), np.cos(ky)
    h[..., 0, 0] = -2 * T_STRONG * cy - 2 * T_WEAK * cx
    h[..., 1, 1] = -2 * T_STRONG * cx - 2 * T_WEAK * cy
    h[..., 2, 2] = E_XY - 2 * T_STRONG * (cx + cy)
    h[..., 0, 1] = h[..., 1, 0] = 4 * T_MIX * np.sin(kx) * np.sin(ky)
    full = h[..., :, None, :, None] * np.eye(2)[None, :, None, :]
    full = full.reshape(kx.shape + (6, 6))
    exchange = -0.5 * EXCHANGE * (np.eye(6) + np.tensordot(m, spin, 1))
    return full + exchange + xi * L_DOT_S


def bands(n, xi, exchange_form=False):
    """Energies, squared torque elements and spin moment on one zone quadrant."""
    if exchange_form:
        ops = [-0.5 * EXCHANGE * np.tensordot(t, spin, 1) for t in TILTS]
    else:
        ops = [so_torque(t, xi) for t in TILTS]
    k = (np.arange(n) + 0.5) * np.pi / n
    energies, squares, moment = [], [], 0.0
    for rows in np.array_split(k, max(1, n // 40)):
        kx, ky = [q.ravel() for q in np.meshgrid(rows, k, indexing="ij")]
        e, v = np.linalg.eigh(hamiltonian(kx, ky, xi))
        vd = v.conj().swapaxes(1, 2)
        squares.append(sum(np.abs(vd @ (op @ v)) ** 2 for op in ops))
        energies.append(e)
        sx = (v.conj() * (spin[0] @ v)).sum(axis=1).real
        moment += sx[e < 0].sum()
    return np.concatenate(energies), np.concatenate(squares), moment / n**2


def damping(data, gamma, energy=0.0):
    """Intraband and interband parts of alpha."""
    e, g, s = data
    a = gamma / np.pi / ((energy - e) ** 2 + gamma**2)
    total = np.einsum("kn,knm,km->", a, g, a)
    intra = (a**2 * np.einsum("knn->kn", g)).sum()
    return np.pi / s * intra / len(e), np.pi / s * (total - intra) / len(e)


def fermi_surface_coefficients(data, width=0.01):
    """a and b from Gaussian Fermi-surface averages; also density of states."""
    e, g, s = data
    delta = np.exp(-0.5 * (e / width) ** 2) / (width * np.sqrt(2 * np.pi))
    gap2 = (e[:, :, None] - e[:, None, :]) ** 2
    gap2[:, range(6), range(6)] = np.inf
    a = (delta * np.einsum("knn->kn", g)).sum() / (2 * s * len(e))
    b = 2 * (delta * (g / gap2).sum(axis=2)).sum() / (s * len(e))
    return a, b, delta.sum() / len(e)


def find_minimum(data):
    return minimize_scalar(lambda g: sum(damping(data, g)), bounds=(0.004, 0.1),
                           method="bounded", options={"xatol": 1e-5})


# Gilbert equation: energy loss rate equals alpha*(M/gamma)*|dm/dt|^2 (M = gyro = 1)
mvec = rng.normal(size=3)
mvec /= np.linalg.norm(mvec)
field, alpha_test = rng.normal(size=3), 0.3
cross_m = np.array([np.cross(mvec, c) for c in np.eye(3)]).T
mdot = np.linalg.solve(np.eye(3) - alpha_test * cross_m, -np.cross(mvec, field))
assert np.isclose(field @ mdot, alpha_test * mdot @ mdot)

# Absorbed energy of a driven dense spectrum (hbar = level spacing = 1):
# real-time propagation against pi * rho^2 |F|^2 * integral of (du/dt)^2
nlev, strength, pulse = 120, 0.02, 0.1
levels = np.arange(nlev) - (nlev - 1) / 2
upper = np.triu(np.exp(2j * np.pi * rng.random((nlev, nlev))), 1)
drive = strength * (upper + upper.conj().T + np.eye(nlev))
dval, dvec = np.linalg.eigh(drive)
times, dt = np.linspace(-6 * pulse, 6 * pulse, 601, retstep=True)
half = np.exp(-0.5j * levels * dt)[:, None]
psi = np.eye(nlev, dtype=complex)[:, : nlev // 2]
start = levels[: nlev // 2].sum()
for t in times[:-1] + dt / 2:
    u = np.exp(-0.5 * (t / pulse) ** 2)
    psi = half * psi
    psi = dvec @ (np.exp(-1j * u * dval * dt)[:, None] * (dvec.conj().T @ psi))
    psi = half * psi
absorbed = (levels[:, None] * np.abs(psi) ** 2).sum() - start
predicted = np.pi * strength**2 * np.sqrt(np.pi) / (2 * pulse)
assert abs(absorbed / predicted - 1) < 0.02

# Exchange and spin-orbit torque in a disordered system differ only off the energy shell
sites = 8
scalar = rng.normal(size=(3 * sites, 3 * sites))
scalar = np.kron(scalar + scalar.T, np.eye(2))


def disordered(m):
    local = -0.5 * EXCHANGE * np.tensordot(m, spin, 1) + XI * L_DOT_S
    return scalar + np.kron(np.eye(sites), local)


e_dis, v_dis = np.linalg.eigh(disordered(M_AXIS))
for tilt in TILTS:
    f_op = (disordered(M_AXIS + 1e-3 * tilt) - disordered(M_AXIS - 1e-3 * tilt)) / 2e-3
    axis_spin = np.tensordot(np.cross(M_AXIS, tilt), spin, 1)
    f_el, t_el, s_el = [v_dis.conj().T @ o @ v_dis for o in (
        f_op, np.kron(np.eye(sites), so_torque(tilt, XI)),
        np.kron(np.eye(sites), axis_spin))]
    off_shell = -0.5j * (e_dis[None, :] - e_dis[:, None]) * s_el
    assert np.allclose(f_el, t_el + off_shell, atol=1e-9)

# Diagonal torque = derivative of the band energy with respect to the tilt of m
kx0, ky0, step = np.array([0.9]), np.array([1.7]), 1e-3
diagonals = []
for tilt in TILTS:
    plus, minus = [np.linalg.eigvalsh(hamiltonian(
        kx0, ky0, XI, np.cos(q) * M_AXIS + np.sin(q) * tilt))[0] for q in (step, -step)]
    vec = np.linalg.eigh(hamiltonian(kx0, ky0, XI))[1][0]
    diag = np.diag(vec.conj().T @ so_torque(tilt, XI) @ vec).real
    assert np.allclose((plus - minus) / (2 * step), diag, atol=1e-6)
    diagonals.append(diag)
assert np.abs(diagonals[0]).max() > 1e-4 and np.abs(diagonals[1]).max() < 1e-10
# opposite sign at the mirror wave vector: the Fermi-surface mean vanishes
vec = np.linalg.eigh(hamiltonian(kx0, -ky0, XI))[1][0]
mirror = np.diag(vec.conj().T @ so_torque(TILTS[0], XI) @ vec).real
assert np.allclose(mirror, -diagonals[0], atol=1e-10)

# Overlap of two Lorentzians
gam, gap = 0.3, 1.1
lor = lambda x: gam / np.pi / (x * x + gam * gam)
for d in (0.0, gap):
    overlap = quad(lambda x: lor(x) * lor(x - d), -np.inf, np.inf)[0]
    assert np.isclose(overlap, 2 * gam / np.pi / (d * d + 4 * gam * gam), rtol=1e-6)

# Full-zone resolvent trace with [sigma_minus, H_so] against the quadrant band sum
small = bands(20, XI)
kf = (np.arange(40) + 0.5) * np.pi / 20
kxf, kyf = [q.ravel() for q in np.meshgrid(kf, kf, indexing="ij")]
res = np.linalg.inv(0.1j * np.eye(6) - hamiltonian(kxf, kyf, XI))
spectral = -(res - res.conj().swapaxes(1, 2)) / (2j * np.pi)
lower = comm(0.5 * (spin[1] - 1j * spin[2]), XI * L_DOT_S)
trace = np.trace(lower @ spectral @ lower.conj().T @ spectral, axis1=1, axis2=2)
assert np.isclose(np.pi / small[2] * trace.real.mean(), sum(damping(small, 0.1)))

# Main calculation; first the filling: three full majority bands, a minority Fermi surface
data = bands(360, XI)
s_moment = data[2]
majority_top = data[0][:, 2].max()
electrons = (data[0] < 0).sum() / len(data[0])
assert majority_top < 0 and 3 < electrons < 5
assert abs(s_moment - (6 - electrons)) < 0.02
a_fs, b_fs, dos = fermi_surface_coefficients(data)
table = {g: damping(data, g) for g in (0.005, 0.01, 0.02, 0.04, 0.08)}
coarse_data = bands(280, XI)
assert np.allclose(damping(coarse_data, 0.005), table[0.005], rtol=0.03)
slope_intra = np.log2(table[0.01][0] / table[0.005][0])
slope_inter = np.log2(table[0.01][1] / table[0.005][1])
assert abs(slope_intra + 1) < 0.05 and abs(slope_inter - 1) < 0.1
assert abs(table[0.005][0] * 0.005 / a_fs - 1) < 0.04
assert abs(table[0.005][1] / 0.005 / b_fs - 1) < 0.06
near = np.abs(data[0]) < 0.01
gaps = np.abs(data[0][:, :, None] - data[0][:, None, :])
gaps[:, range(6), range(6)] = np.inf
min_gap = gaps.min(axis=2)[near].min()
del gaps

# Minimum of the full formula against the leading-order one, three spin-orbit strengths
minima, coefficients = {}, {}
for xi, dataset in ((0.2, bands(160, 0.2)), (XI, data), (0.05, bands(260, 0.05))):
    a_x, b_x, _ = fermi_surface_coefficients(dataset)
    found = find_minimum(dataset)
    coefficients[xi] = (a_x, b_x)
    minima[xi] = (np.sqrt(a_x / b_x), found.x, 2 * np.sqrt(a_x * b_x), found.fun)
for xi, (tol_shift, tol_height) in {0.2: (0.15, 0.10), XI: (0.10, 0.05),
                                    0.05: (0.10, 0.05)}.items():
    law_x, full_x, law_y, full_y = minima[xi]
    report = f"xi {xi}: Gamma {law_x:.5f} {full_x:.5f}, alpha {law_y:.3e} {full_y:.3e}"
    assert abs(full_x / law_x - 1) < tol_shift, report
    assert abs(full_y / law_y - 1) < tol_height, report
gamma_law, gamma_min, alpha_law, alpha_min = minima[XI]
assert gamma_law < 0.2 * min_gap
intra_min, inter_min = damping(data, gamma_min)

# Powers of the spin-orbit strength
power_a, power_b = [np.log2(coefficients[XI][i] / coefficients[0.05][i]) for i in (0, 1)]
assert abs(power_a - 4) < 0.25, power_a
assert abs(power_b - 2) < 0.25, power_b

# Interband law fails once Gamma exceeds the gaps
wide = [damping(data, g)[1] for g in (1.0, 3.0)]
assert wide[1] < wide[0] < 0.5 * b_fs * 1.0, (wide, b_fs)

# Temperature: Gamma(T) = Gamma0 + pi*lambda*kB*T, with and without Fermi smearing
rate = np.pi * LAMBDA * KB
t_star = (gamma_min - GAMMA0) / rate
nodes = np.arange(-10, 11, 2.0)
weights = 1 / np.cosh(nodes / 2) ** 2
weights /= weights.sum()
temps = [50, 100, 200, 300, 400, 600, 800]
sharp, smeared = [], []
for temp in temps:
    g = GAMMA0 + rate * temp
    sharp.append(sum(damping(data, g)))
    smeared.append(sum(w * sum(damping(coarse_data, g, KB * temp * x))
                       for w, x in zip(weights, nodes)))
assert 0 < np.argmin(sharp) < len(temps) - 1, sharp
assert 0 < np.argmin(smeared) < len(temps) - 1, smeared
dirty = [sum(damping(data, 2 * gamma_min + rate * t)) for t in (50, 300, 800)]
assert dirty[0] < dirty[1] < dirty[2], dirty              # no minimum in a dirty sample

# Exchange torque without vertex corrections: false damping at zero spin-orbit coupling
false_zero = sum(damping(bands(100, 0.0, True), 0.02))
false_full = sum(damping(bands(100, XI, True), 0.02))
assert false_zero > sum(table[0.02])

print(f"hopping strong, weak, mixing: {T_STRONG}, {T_WEAK}, {T_MIX} eV")
print(f"xy level {E_XY} eV, exchange splitting {EXCHANGE} eV, xi {XI} eV")
print(f"residual Gamma0 {1e3*GAMMA0:.1f} meV, phonon coupling lambda {LAMBDA}")
print(f"driven spectrum: absorbed/predicted energy {absorbed/predicted:.4f}")
print(f"top of majority bands relative to Fermi energy: {majority_top:.3f} eV")
print(f"electrons per cell: {electrons:.3f}")
print(f"spin moment s: {s_moment:.3f} mu_B per cell")
print(f"density of states at Fermi energy: {dos:.3f} per eV per cell")
print(f"smallest gap at Fermi surface: {min_gap:.3f} eV")
print(f"largest |dE/dtheta| at k=(0.9,1.7): {1e3*np.abs(diagonals[0]).max():.3f} meV")
print(f"intraband coefficient a: {a_fs:.3e} eV")
print(f"interband coefficient b: {b_fs:.3e} per eV")
print("Gamma (meV) | intraband | interband | total alpha")
for g, (p, q) in table.items():
    print(f"{1e3*g:6.1f} | {p:.3e} | {q:.3e} | {p+q:.3e}")
print(f"log slope 5 to 10 meV, intraband: {slope_intra:.3f}")
print(f"log slope 5 to 10 meV, interband: {slope_inter:.3f}")
print("xi (eV) | Gamma* law, full (meV) | alpha_min law, full")
for xi, (p, q, r, t) in minima.items():
    print(f"{xi:.2f} | {1e3*p:.2f}, {1e3*q:.2f} | {r:.3e}, {t:.3e}")
print(f"at full minimum, xi = {XI} eV: intraband/(a/Gamma) {intra_min*gamma_min/a_fs:.3f}")
print(f"at full minimum, xi = {XI} eV: interband/(b*Gamma) {inter_min/gamma_min/b_fs:.3f}")
print(f"lifetime tau at full minimum: {HBAR_FS/(2*gamma_min):.1f} fs")
print(f"slope of Gamma(T): {1e3*rate:.4f} meV/K")
print(f"temperature of minimum (sharp Fermi function): {t_star:.0f} K")
print("T (K) | Gamma (meV) | alpha sharp | alpha thermally smeared")
for temp, p, q in zip(temps, sharp, smeared):
    print(f"{temp:4d} | {1e3*(GAMMA0+rate*temp):6.2f} | {p:.3e} | {q:.3e}")
print(f"dirty sample, Gamma0 = {2e3*gamma_min:.2f} meV, alpha at 50, 300, 800 K:")
print("  " + ", ".join(f"{x:.3e}" for x in dirty))
print(f"interband alpha at Gamma = 1 eV: {wide[0]:.3e}, at 3 eV: {wide[1]:.3e}")
print(f"linear law b*Gamma at 1 eV: {b_fs:.3e}")
print(f"exchange-torque bubble, 20 meV, xi = 0: {false_zero:.3e}")
print(f"exchange-torque bubble, 20 meV, xi = {XI} eV: {false_full:.3e}")
print(f"power of xi (0.05 to 0.1 eV) in a: {power_a:.3f}, in b: {power_b:.3f}")
print("every check passed")
```

It prints:

```
hopping strong, weak, mixing: 0.25, 0.05, 0.1 eV
xy level 1.2 eV, exchange splitting 3.0 eV, xi 0.1 eV
residual Gamma0 5.0 meV, phonon coupling lambda 0.2
driven spectrum: absorbed/predicted energy 1.0002
top of majority bands relative to Fermi energy: -0.800 eV
electrons per cell: 4.000
spin moment s: 1.999 mu_B per cell
density of states at Fermi energy: 0.958 per eV per cell
smallest gap at Fermi surface: 0.470 eV
largest |dE/dtheta| at k=(0.9,1.7): 4.068 meV
intraband coefficient a: 2.256e-06 eV
interband coefficient b: 1.124e-02 per eV
Gamma (meV) | intraband | interband | total alpha
   5.0 | 4.509e-04 | 5.635e-05 | 5.073e-04
  10.0 | 2.256e-04 | 1.131e-04 | 3.386e-04
  20.0 | 1.128e-04 | 2.272e-04 | 3.400e-04
  40.0 | 5.648e-05 | 4.566e-04 | 5.130e-04
  80.0 | 2.837e-05 | 9.027e-04 | 9.310e-04
log slope 5 to 10 meV, intraband: -0.999
log slope 5 to 10 meV, interband: 1.005
xi (eV) | Gamma* law, full (meV) | alpha_min law, full
0.20 | 28.24, 27.94 | 2.687e-03, 2.706e-03
0.10 | 14.17, 14.06 | 3.184e-04, 3.197e-04
0.05 | 7.07, 7.01 | 3.871e-05, 3.878e-05
at full minimum, xi = 0.1 eV: intraband/(a/Gamma) 1.000
at full minimum, xi = 0.1 eV: interband/(b*Gamma) 1.008
lifetime tau at full minimum: 23.4 fs
slope of Gamma(T): 0.0541 meV/K
temperature of minimum (sharp Fermi function): 167 K
T (K) | Gamma (meV) | alpha sharp | alpha thermally smeared
  50 |   7.71 | 3.796e-04 | 3.797e-04
 100 |  10.41 | 3.343e-04 | 3.345e-04
 200 |  15.83 | 3.220e-04 | 3.231e-04
 300 |  21.24 | 3.477e-04 | 3.508e-04
 400 |  26.66 | 3.882e-04 | 3.953e-04
 600 |  37.49 | 4.880e-04 | 5.131e-04
 800 |  48.32 | 5.982e-04 | 6.657e-04
dirty sample, Gamma0 = 28.11 meV, alpha at 50, 300, 800 K:
  4.246e-04, 5.573e-04, 8.415e-04
interband alpha at Gamma = 1 eV: 1.408e-03, at 3 eV: 4.215e-04
linear law b*Gamma at 1 eV: 1.124e-02
exchange-torque bubble, 20 meV, xi = 0: 9.952e-03
exchange-torque bubble, 20 meV, xi = 0.1 eV: 1.036e-02
power of xi (0.05 to 0.1 eV) in a: 4.042, in b: 2.038
every check passed
```
